# Fourth-order superexchange through one ligand orbital, checked by exact diagonalization: test program

```python
# Superexchange in a metal-ligand-metal model with four electrons.
# Result under test: for small t the triplet-singlet gap J = E_T - E_S is
#     J4 = (4 t^4 / Delta^2) * (1/Ud + 2/(2 Delta + Up)),
# the coupling in J S1.S2 (positive J: antiferromagnetic).
# t: metal-ligand hopping; Ud, Up: on-site repulsions of metal and ligand;
# Delta = e_d - e_p + Ud - Up: cost of moving one electron from the full
# ligand orbital to a singly occupied metal orbital. Energies are in eV.
# The exact side is a diagonalization built from fermion operators.
import numpy as np
from scipy.constants import physical_constants

EV_TO_CM = physical_constants["electron volt-inverse meter relationship"][0] / 100


def fermion_annihilators(n_modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for mode in range(n_modes):
        matrix = np.eye(1)
        for k in range(n_modes):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


# Orbitals: 0 = first metal, 1 = ligand, 2 = second metal; spins: 0 up, 1 down.
ann = fermion_annihilators(6)
c = [[ann[2 * orb + spin] for spin in range(2)] for orb in range(3)]
n_spin = [[c[o][s].T @ c[o][s] for s in range(2)] for o in range(3)]
all_occ = np.array([np.diag(n_spin[o][0] + n_spin[o][1]) for o in range(3)]).T
all_occ = np.rint(all_occ).astype(int)
four = np.where(all_occ.sum(axis=1) == 4)[0]
occ = [tuple(int(x) for x in all_occ[i]) for i in four]


def sector(matrix):
    return matrix[np.ix_(four, four)]


double = [sector(n_spin[o][0] @ n_spin[o][1]) for o in range(3)]
number = [sector(n_spin[o][0] + n_spin[o][1]) for o in range(3)]


def hopping(a, b):
    m = sum(c[a][s].T @ c[b][s] for s in range(2))
    return sector(m + m.T)


hop_left, hop_right = hopping(0, 1), hopping(2, 1)
s_plus = [sector(c[o][0].T @ c[o][1]) for o in range(3)]
s_z = [sector(n_spin[o][0] - n_spin[o][1]) / 2 for o in range(3)]


def spin_dot(plus_a, z_a, plus_b, z_b):
    return z_a @ z_b + (plus_a @ plus_b.T + plus_a.T @ plus_b) / 2


s1_dot_s2 = spin_dot(s_plus[0], s_z[0], s_plus[2], s_z[2])
total_s2 = spin_dot(sum(s_plus), sum(s_z), sum(s_plus), sum(s_z))
NEUTRAL = (1, 2, 1)
METAL_PAIR = {(2, 2, 0), (0, 2, 2)}   # both holes on one metal
LIGAND_PAIR = {(2, 0, 2)}            # both holes on the ligand


def onsite_part(Delta, Ud, Up):
    """Electron-picture energies, with e_p = 0, relative to the neutral state."""
    e_d = Delta - Ud + Up
    h = e_d * (number[0] + number[2]) + Ud * (double[0] + double[2])
    return h + Up * double[1] - (2 * e_d + Up) * np.eye(len(four))


def exact_levels(t, Delta, Ud, Up, removed=frozenset(), sign=1):
    """Lowest singlet and triplet: energies and neutral weights."""
    h = onsite_part(Delta, Ud, Up) + t * hop_left + sign * t * hop_right
    keep = [i for i, o in enumerate(occ) if o not in removed]
    neutral = np.array([occ[i] == NEUTRAL for i in keep])
    h = h[np.ix_(keep, keep)]
    s2_values, s2_vectors = np.linalg.eigh(total_s2[np.ix_(keep, keep)])
    energies, weights = [], []
    for target in (0.0, 2.0):
        basis = s2_vectors[:, abs(s2_values - target) < 1e-8]
        values, vectors = np.linalg.eigh(basis.T @ h @ basis)
        state = basis @ vectors[:, 0]
        energies.append(values[0])
        weights.append(np.sum(state[neutral] ** 2))
    return energies[0], energies[1], weights[0], weights[1]


def exact_J(*args, **kwargs):
    singlet, triplet = exact_levels(*args, **kwargs)[:2]
    return triplet - singlet


def J_fourth(t, Delta, Ud, Up):
    return 4 * t**4 / Delta**2 * (1 / Ud + 2 / (2 * Delta + Up))


def J_sixth(t, Delta, Ud, Up):
    W = 2 * Delta + Up
    A, B = 2 / Ud + 4 / W, 2 / Ud**2 + 4 / W**2
    return t**6 * ((2 * A**2 - 4 * B) / Delta**3 - 12 * A / Delta**4)


parameter_sets = [(4.0, 8.0, 4.0), (3.0, 7.0, 0.0), (5.0, 4.0, 6.0)]
for Delta, Ud, Up in parameter_sets:
    W = 2 * Delta + Up
    # Configuration costs in the electron picture.
    h0 = np.diag(onsite_part(Delta, Ud, Up))
    costs = {(1, 2, 1): 0, (2, 1, 1): Delta, (1, 1, 2): Delta,
             (2, 2, 0): Ud, (0, 2, 2): Ud, (2, 0, 2): W}
    assert all(abs(h0[i] - costs[o]) < 1e-11 for i, o in enumerate(occ))

    # Exact energy equations, at a hopping that is not small.
    t = 1.0
    E_s, E_t = exact_levels(t, Delta, Ud, Up)[:2]
    ladder = E_s - Delta - 2 * t**2 / (E_s - Ud) - 4 * t**2 / (E_s - W)
    assert abs(E_s - 2 * t**2 / ladder) < 1e-10
    assert abs(E_t - (Delta - np.sqrt(Delta**2 + 8 * t**2)) / 2) < 1e-10
    assert abs(exact_J(t, Delta, Ud, Up, sign=-1) - (E_t - E_s)) < 1e-10

    # Operator perturbation theory on all four neutral states.
    V = t * (hop_left + hop_right)
    model = np.array([o == NEUTRAL for o in occ])
    R = np.diag([0.0 if m else -1 / e for m, e in zip(model, h0)])
    VP = V[:, model]
    second = VP.T @ R @ VP
    fourth = VP.T @ R @ V @ R @ V @ R @ VP - VP.T @ R @ R @ VP @ second
    one = np.eye(4)
    spin_form = s1_dot_s2[np.ix_(model, model)] - one / 4
    assert np.allclose(second, -2 * t**2 / Delta * one, atol=1e-12)
    expected = 4 * t**4 / Delta**3 * one + J_fourth(t, Delta, Ud, Up) * spin_form
    assert np.allclose(fourth, expected, atol=1e-12)

    # Sixth-order coefficient extrapolated from exact gaps at two hoppings.
    def remainder(x):
        return (exact_J(x, Delta, Ud, Up) - J_fourth(x, Delta, Ud, Up)) / x**6
    x = 0.02 * Delta
    extrapolated = (4 * remainder(x) - remainder(2 * x)) / 3
    assert abs(extrapolated / J_sixth(1.0, Delta, Ud, Up) - 1) < 5e-3

    # Each channel alone, and neither; residual errors are of order (t/Delta)^2.
    x = 0.02 * Delta
    metal_only = exact_J(x, Delta, Ud, Up, removed=LIGAND_PAIR)
    ligand_only = exact_J(x, Delta, Ud, Up, removed=METAL_PAIR)
    assert abs(metal_only / (4 * x**4 / (Delta**2 * Ud)) - 1) < 0.01
    assert abs(ligand_only / (8 * x**4 / (Delta**2 * W)) - 1) < 0.01
    assert abs(exact_J(t, Delta, Ud, Up, removed=METAL_PAIR | LIGAND_PAIR)) < 1e-11

    # Leading loss of neutral weight in both spin states.
    for weight in exact_levels(x, Delta, Ud, Up)[2:]:
        assert abs((1 - weight) / (2 * x**2 / Delta**2) - 1) < 0.02

# Relative error of J4 lies between -6 and -2 times (t/Delta)^2 for Up >= 0;
# the margin allows for higher orders at finite t and for rounding.
rng = np.random.default_rng(7)
scaled_errors = []
for _ in range(200):
    Ud, Up = rng.uniform(0.5, 10), rng.uniform(0, 10)
    ratio = exact_J(0.02, 1.0, Ud, Up) / J_fourth(0.02, 1.0, Ud, Up)
    scaled_errors.append((ratio - 1) / 0.02**2)
assert -6.1 < min(scaled_errors) and max(scaled_errors) < -1.9

# Worked example.
Delta, Ud, Up, t = 4.0, 8.0, 4.0, 0.5
W = 2 * Delta + Up
E_s, E_t, w_s, w_t = exact_levels(t, Delta, Ud, Up)
J, J4, J6 = E_t - E_s, J_fourth(t, Delta, Ud, Up), J_sixth(t, Delta, Ud, Up)
assert abs(J4 + J6 - J) < abs(J4 - J)
print(f"Delta = {Delta:.2f} eV, Ud = {Ud:.2f} eV, Up = {Up:.2f} eV")
print(f"t = {t:.2f} eV, t/Delta = {t / Delta:.4f}")
print(f"bare orbital difference e_d - e_p = {Delta - Ud + Up:.2f} eV")
print(f"cost of two ligand holes W = {W:.2f} eV")
print(f"effective hopping t^2/Delta = {t**2 / Delta:.5f} eV")
print(f"second-order shift -2t^2/Delta = {-2 * t**2 / Delta:.6f} eV")
print(f"common fourth-order shift 4t^4/Delta^3 = {4 * t**4 / Delta**3:.6f} eV")
print(f"exact singlet energy = {E_s:.6f} eV")
print(f"exact triplet energy = {E_t:.6f} eV")
print(f"exact J = {J:.6f} eV = {J * EV_TO_CM:.2f} cm^-1")
print(f"fourth-order J4 = {J4:.6f} eV = {J4 * EV_TO_CM:.2f} cm^-1")
print(f"  metal-pair channel of J4 = {4 * t**4 / (Delta**2 * Ud):.6f} eV")
print(f"  ligand-pair channel of J4 = {8 * t**4 / (Delta**2 * W):.6f} eV")
print(f"sixth-order term J6 = {J6:.6f} eV")
print(f"J4 + J6 = {J4 + J6:.6f} eV")
print(f"J4 / exact J = {J4 / J:.4f}")
print(f"exact J without ligand pair = "
      f"{exact_J(t, Delta, Ud, Up, removed=LIGAND_PAIR):.6f} eV")
print(f"exact J without metal pairs = "
      f"{exact_J(t, Delta, Ud, Up, removed=METAL_PAIR):.6f} eV")
print(f"neutral weight: singlet {w_s:.4f}, triplet {w_t:.4f}")
print(f"leading estimate of neutral weight = {1 - 2 * (t / Delta)**2:.4f}")
print("scan in t at the same Delta, Ud, Up:")
for x in (0.1, 0.25, 0.5, 1.0):
    exact, lead = exact_J(x, Delta, Ud, Up), J_fourth(x, Delta, Ud, Up)
    both = lead + J_sixth(x, Delta, Ud, Up)
    print(f"  t = {x:.2f} eV: exact J = {exact:.4e} eV, J4 = {lead:.4e} eV, "
          f"J4+J6 = {both:.4e} eV, J4/J = {lead / exact:.4f}")

# Small t/Delta alone is not enough: Ud must also exceed t^2/Delta by far.
x = 0.4
print(f"role of Ud at t = {x:.2f} eV, t^2/Delta = {x**2 / Delta:.3f} eV:")
ratios = []
for repulsion in (8.0, 0.05):
    exact, lead = exact_J(x, Delta, repulsion, Up), J_fourth(x, Delta, repulsion, Up)
    weight = exact_levels(x, Delta, repulsion, Up)[2]
    ratios.append(lead / exact)
    print(f"  Ud = {repulsion:.2f} eV: exact J = {exact:.6f} eV, "
          f"J4 = {lead:.6f} eV, J4/J = {lead / exact:.3f}, "
          f"singlet neutral weight = {weight:.3f}")
assert abs(ratios[0] - 1) < 0.1 and ratios[1] > 1.5
print(f"200 random cases: (J/J4 - 1)/(t/Delta)^2 from "
      f"{min(scaled_errors):.2f} to {max(scaled_errors):.2f}")
print("every check passed")
```

Running it gives:

```
Delta = 4.00 eV, Ud = 8.00 eV, Up = 4.00 eV
t = 0.50 eV, t/Delta = 0.1250
bare orbital difference e_d - e_p = 0.00 eV
cost of two ligand holes W = 12.00 eV
effective hopping t^2/Delta = 0.06250 eV
second-order shift -2t^2/Delta = -0.125000 eV
common fourth-order shift 4t^4/Delta^3 = 0.003906 eV
exact singlet energy = -0.125578 eV
exact triplet energy = -0.121320 eV
exact J = 0.004258 eV = 34.34 cm^-1
fourth-order J4 = 0.004557 eV = 36.76 cm^-1
  metal-pair channel of J4 = 0.001953 eV
  ligand-pair channel of J4 = 0.002604 eV
sixth-order term J6 = -0.000319 eV
J4 + J6 = 0.004239 eV
J4 / exact J = 1.0703
exact J without ligand pair = 0.001785 eV
exact J without metal pairs = 0.002404 eV
neutral weight: singlet 0.9690, triplet 0.9714
leading estimate of neutral weight = 0.9688
scan in t at the same Delta, Ud, Up:
  t = 0.10 eV: exact J = 7.2713e-06 eV, J4 = 7.2917e-06 eV, J4+J6 = 7.2713e-06 eV, J4/J = 1.0028
  t = 0.25 eV: exact J = 2.7993e-04 eV, J4 = 2.8483e-04 eV, J4+J6 = 2.7985e-04 eV, J4/J = 1.0175
  t = 0.50 eV: exact J = 4.2581e-03 eV, J4 = 4.5573e-03 eV, J4+J6 = 4.2386e-03 eV, J4/J = 1.0703
  t = 1.00 eV: exact J = 5.6684e-02 eV, J4 = 7.2917e-02 eV, J4+J6 = 5.2517e-02 eV, J4/J = 1.2864
role of Ud at t = 0.40 eV, t^2/Delta = 0.040 eV:
  Ud = 8.00 eV: exact J = 0.001786 eV, J4 = 0.001867 eV, J4/J = 1.045, singlet neutral weight = 0.980
  Ud = 0.05 eV: exact J = 0.057181 eV, J4 = 0.129067 eV, J4/J = 2.257, singlet neutral weight = 0.628
200 random cases: (J/J4 - 1)/(t/Delta)^2 from -5.62 to -3.50
every check passed
```
